# Cutoff powers for finite and bounded core polarization potentials: test program

```python
# Result under test: the core polarization term
#   V_n(r) = -(alpha/2) r^-4 (1 - exp(-g r^2))^n      (Hartree atomic units)
# has finite s-wave matrix elements iff n > 1/2 and is bounded iff n >= 2.
# Finite elements do not ensure stability: for n = 1 the Hamiltonian T + V_n
# is unbounded below when alpha*g > 1/4; for 1/2 < n < 1 it always is.
# alpha: core dipole polarizability, g: cutoff parameter, n: total power,
# p: exponent of the normalized Gaussian density (p/pi)^(3/2) exp(-p r^2).
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gamma

alpha, g, p = 2.0, 0.5, 1.0
hartree_ev = physical_constants["Hartree energy in eV"][0]


def potential(r, n, pol=alpha, cut=g):
    return -0.5 * pol * (-np.expm1(-cut * r**2))**n / r**4


def log_quad(f, lo, hi):
    """Integral of f(r) dr from lo to hi, done in the variable ln r."""
    return quad(lambda t: f(np.exp(t)) * np.exp(t), np.log(lo), np.log(hi),
                limit=500, epsabs=0, epsrel=1e-9)[0]


def mean_potential(n, q, pol=alpha, cut=g):
    """Gaussian expectation value of V_n by quadrature."""
    f = lambda r: (4 * np.pi * r**2 * (q / np.pi)**1.5 * np.exp(-q * r**2)
                   * potential(r, n, pol, cut))
    return log_quad(f, 1e-26, np.sqrt(600 / q))


def closed_form(n, q, pol=alpha, cut=g):
    if n == 1:
        bracket = np.sqrt(q + cut) - np.sqrt(q)
    else:
        bracket = 2 * np.sqrt(q + cut) - np.sqrt(q) - np.sqrt(q + 2 * cut)
    return -2 * pol * q**1.5 * bracket


print(f"alpha = {alpha:.2f} a0^3, g = {g:.2f} a0^-2, p = {p:.2f} a0^-2")
print(f"alpha*g = {alpha*g:.3f} (dimensionless in atomic units)")

# Power law at the nucleus
for n in (0, 0.5, 1, 1.5, 2, 3):
    slope = np.log10(potential(1e-3, n) / potential(1e-4, n))
    assert abs(slope - (2 * n - 4)) < 1e-5
    print(f"n = {n}: slope of log|V| against log r at nucleus = {slope:.4f}")


# Convergence: contributions of successive decades of r toward the nucleus.
# order = 1 for the mean of V, order = 2 for the mean of V^2.
def decade(n, l, order, k):
    f = lambda r: (r**(2 * l + 2) * np.exp(-p * r**2)
                   * abs(potential(r, n))**order)
    return log_quad(f, 10.0**(-k - 1), 10.0**(-k))


for n, l, order in ((0, 0, 1), (0.25, 0, 1), (0.5, 0, 1), (0.75, 0, 1),
                    (1, 0, 1), (2, 0, 1), (0, 1, 1),
                    (1, 0, 2), (1.25, 0, 2), (1.5, 0, 2)):
    ratio = decade(n, l, order, 4) / decade(n, l, order, 3)
    expected = 10.0**(-(2 * l + 3 + order * (2 * n - 4)))
    assert abs(ratio / expected - 1) < 1e-4
    print(f"<V^{order}>, l = {l}, n = {n}: next-decade ratio = {ratio:.4g}")
log_step = decade(0.5, 0, 1, 4) / (alpha / 2)
assert abs(log_step - np.sqrt(g) * np.log(10)) < 1e-5
print(f"n = 0.5: integral gained per decade = {log_step:.5f} a0^-1")

print("I = int_eps^inf r^-2 exp(-p r^2) (1-exp(-g r^2))^n dr, in a0^-1")
for n in (0, 0.5, 1):
    f = lambda r: r**2 * np.exp(-p * r**2) * potential(r, n) / (-alpha / 2)
    vals = [log_quad(f, e, 24.0) for e in (1e-2, 1e-3, 1e-4)]
    print(f" n = {n}, eps = 1e-2, 1e-3, 1e-4 a0: "
          + ", ".join(f"{v:.5f}" for v in vals))

# Closed forms against quadrature for several parameters
for n in (1, 2):
    for q, cut in ((1.0, 0.5), (0.3, 2.0), (7.0, 1.3)):
        assert np.isclose(mean_potential(n, q, 1.7, cut),
                          closed_form(n, q, 1.7, cut), rtol=1e-7)
    print(f"<V_{n}> at p = 1: quadrature {mean_potential(n, p):.6f}, "
          f"closed form {closed_form(n, p):.6f} hartree")

# Strongly compressed Gaussian: scaling of the mean potential
for n in (0.75, 1, 1.5, 2):
    q = 1e5
    law = -0.5 * alpha * g**n * q**(2 - n) * gamma(n - 0.5) / gamma(1.5)
    assert abs(mean_potential(n, q) / law - 1) < 1e-4

print("Gaussian energy T + <V_n>, hartree:")
for q in (1.0, 10.0, 100.0, 1000.0):
    kinetic = log_quad(lambda r: 2 * np.pi * (q / np.pi)**1.5 * q**2 * r**4
                       * np.exp(-q * r**2), 1e-12, np.sqrt(600 / q))
    assert np.isclose(kinetic, 0.75 * q, rtol=1e-7)
    e34, e1, e2 = (kinetic + mean_potential(n, q) for n in (0.75, 1, 2))
    print(f" p = {q:.0f} a0^-2: T = {kinetic:.3f}, n=0.75: {e34:.3f}, "
          f"n=1: {e1:.3f}, n=2: {e2:.3f}")
assert e1 < -200 and e34 < e1 and e2 > 0

# Boundedness and the shape of the well
r_grid = np.geomspace(1e-3, 30, 20001)
v2_zero = potential(1e-4, 2)
assert abs(v2_zero + alpha * g**2 / 2) < 1e-7
assert np.all(potential(r_grid, 2) >= -alpha * g**2 / 2 - 1e-12)
assert np.all(np.diff(potential(r_grid[r_grid > 0.02], 2)) > 0)
print(f"V_2 at nucleus = {v2_zero:.6f} hartree = {v2_zero*hartree_ev:.4f} eV")
x_root = brentq(lambda x: 3 * x - 2 * np.expm1(x), 0.1, 2)
well = minimize_scalar(lambda r: potential(r, 3), bounds=(0.2, 5),
                       method="bounded", options={"xatol": 1e-9})
assert abs(well.x - np.sqrt(x_root / g)) < 1e-5
assert abs(potential(1e-4, 3)) < 1e-7
print(f"V_3 well: g r^2 = {x_root:.5f}, r = {well.x:.5f} a0, "
      f"depth = {well.fun:.6f} hartree")

# Shell function behind the sharp inverse-square threshold
length = 10.0
t = np.linspace(0, length, 40001)
r_shell = np.exp(t)
u = np.sqrt(r_shell) * np.sin(np.pi * t / length)
du = np.gradient(u, r_shell, edge_order=2)
quotient = trapezoid(du**2, r_shell) / trapezoid(u**2 / r_shell**2, r_shell)
assert abs(quotient - (0.25 + np.pi**2 / length**2)) < 1e-5
print(f"Shell quotient for L = {length:.0f}: {quotient:.6f}")


# Lowest s level between hard walls at r_min and 10 a0, logarithmic grid
def lowest_level(n, pol, r_min):
    count = int(round(np.log(10 / r_min) / 0.02))
    grid = np.linspace(np.log(r_min), np.log(10), count + 1)
    h = grid[1] - grid[0]
    r = np.exp(grid[1:-1])
    diagonal = (1 / h**2 + 0.125) / r**2 + potential(r, n, pol)
    off = -0.5 / h**2 / (r[:-1] * r[1:])
    return eigh_tridiagonal(diagonal, off, eigvals_only=True,
                            select="i", select_range=(0, 0))[0]


print("Lowest s level (hartree), inner wall r_min, outer wall 10 a0:")
levels = {}
for n, pol, walls in ((1, 0.4, (1e-3, 1e-4)), (1, 1.0, (1e-4, 1e-5)),
                      (1.5, 2.0, (1e-3, 1e-4)), (2, 2.0, (1e-3, 1e-4))):
    pair = [lowest_level(n, pol, w) for w in walls]
    levels[n, pol] = pair
    print(f" n = {n}, alpha*g = {pol*g:.2f}, r_min = {walls[0]:.0e}, "
          f"{walls[1]:.0e} a0: {pair[0]:.4f}, {pair[1]:.4f}")
assert min(levels[1, 0.4]) > 0
collapse = levels[1, 1.0]
assert collapse[0] < 0 and abs(collapse[1] / collapse[0] / 100 - 1) < 0.01
for key in ((1.5, 2.0), (2, 2.0)):
    assert abs(levels[key][1] - levels[key][0]) < 2e-3
assert min(levels[2, 2.0]) > -alpha * g**2 / 2


# Two electrons: potential from the square of the summed cut-off fields
def field(position, n):
    r = np.linalg.norm(position)
    return position / r**3 * (-np.expm1(-g * r**2))**(n / 2)


def pair_potential(z1, z2, n):
    total = field(np.array([0, 0, z1]), n) + field(np.array([0, 0, z2]), n)
    return -0.5 * alpha * total @ total


f2 = np.linalg.norm(field(np.array([0, 0, 2.0]), 2))
jump2, jump3 = (pair_potential(-1e-6, 2.0, n) - pair_potential(1e-6, 2.0, n)
                for n in (2, 3))
assert abs(jump2 - 2 * alpha * g * f2) < 1e-6
assert abs(jump3) < 1e-5
print(f"Electron 2 at 2 a0: field |F2| = {f2:.6f} a.u. for n = 2")
print(f"Jump across nucleus: n=2: {jump2:.6f}, n=3: {jump3:.1e} hartree")

print("PASS")
```

Running it gives:

```
alpha = 2.00 a0^3, g = 0.50 a0^-2, p = 1.00 a0^-2
alpha*g = 1.000 (dimensionless in atomic units)
n = 0: slope of log|V| against log r at nucleus = -4.0000
n = 0.5: slope of log|V| against log r at nucleus = -3.0000
n = 1: slope of log|V| against log r at nucleus = -2.0000
n = 1.5: slope of log|V| against log r at nucleus = -1.0000
n = 2: slope of log|V| against log r at nucleus = -0.0000
n = 3: slope of log|V| against log r at nucleus = 2.0000
<V^1>, l = 0, n = 0: next-decade ratio = 10
<V^1>, l = 0, n = 0.25: next-decade ratio = 3.162
<V^1>, l = 0, n = 0.5: next-decade ratio = 1
<V^1>, l = 0, n = 0.75: next-decade ratio = 0.3162
<V^1>, l = 0, n = 1: next-decade ratio = 0.1
<V^1>, l = 0, n = 2: next-decade ratio = 0.001
<V^1>, l = 1, n = 0: next-decade ratio = 0.1
<V^2>, l = 0, n = 1: next-decade ratio = 10
<V^2>, l = 0, n = 1.25: next-decade ratio = 1
<V^2>, l = 0, n = 1.5: next-decade ratio = 0.1
n = 0.5: integral gained per decade = 1.62817 a0^-1
I = int_eps^inf r^-2 exp(-p r^2) (1-exp(-g r^2))^n dr, in a0^-1
 n = 0, eps = 1e-2, 1e-3, 1e-4 a0: 98.23755, 998.22855, 9998.22765
 n = 0.5, eps = 1e-2, 1e-3, 1e-4 a0: 3.01213, 4.64026, 6.26843
 n = 1, eps = 1e-2, 1e-3, 1e-4 a0: 0.39335, 0.39785, 0.39830
<V_1> at p = 1: quadrature -0.898979, closed form -0.898979 hartree
<V_2> at p = 1: quadrature -0.141105, closed form -0.141105 hartree
Gaussian energy T + <V_n>, hartree:
 p = 1 a0^-2: T = 0.750, n=0.75: -1.584, n=1: -0.149, n=2: 0.609
 p = 10 a0^-2: T = 7.500, n=0.75: -35.558, n=1: -2.378, n=2: 7.267
 p = 100 a0^-2: T = 75.000, n=0.75: -693.883, n=1: -24.875, n=2: 74.752
 p = 1000 a0^-2: T = 750.000, n=0.75: -12928.651, n=1: -249.875, n=2: 749.750
V_2 at nucleus = -0.250000 hartree = -6.8028 eV
V_3 well: g r^2 = 0.76269, r = 1.23506 a0, depth = -0.065293 hartree
Shell quotient for L = 10: 0.348696
Lowest s level (hartree), inner wall r_min, outer wall 10 a0:
 n = 1, alpha*g = 0.20, r_min = 1e-03, 1e-04 a0: 0.0439, 0.0437
 n = 1, alpha*g = 0.50, r_min = 1e-04, 1e-05 a0: -262.7106, -26277.2480
 n = 1.5, alpha*g = 1.00, r_min = 1e-03, 1e-04 a0: 0.0306, 0.0305
 n = 2, alpha*g = 1.00, r_min = 1e-03, 1e-04 a0: 0.0381, 0.0381
Electron 2 at 2 a0: field |F2| = 0.216166 a.u. for n = 2
Jump across nucleus: n=2: 0.432332, n=3: 2.8e-07 hartree
PASS
```
